# The equivalent sharp edge of a linearly tapered mask absorber, part 2

A mask simulation replaces a sloping absorber wall by a sharp edge, and the question is where to put that edge. The mask is reflective, with an ideal mirror under an absorber of thickness $d$ and index $1-\delta+i\beta$. The time factor is $e^{-i\omega t}$ and $k=2\pi/\lambda$. The double pass gives $a=2kd(\beta+i\delta)$ and dark amplitude $T=e^{-a}$. In the thin-mask model, a taper of width $s$ transmits

$$
t(x)=\begin{cases}1,&x<0,\\ e^{-ax/s},&0<x<s,\\ T,&x>s.\end{cases} \tag{3}
$$

Equating its integral (zeroth moment) with that of a sharp edge gives the complex position

$$
\boxed{\,x_0=s\left[\frac1a-\frac1{e^a-1}\right]\,} \tag{7}
$$

For small $a$,

$$
x_0=s\left(\frac12-\frac a{12}+\cdots\right). \tag{12}
$$

A real edge at $\operatorname{Re}x_0$ leaves a line source $i(1-T)\operatorname{Im}x_0$, the quadrature source. The edge weight, proportional to $-t'(x)$, has complex variance

$$
v=s^2\left[\frac1{a^2}-\frac1{4\sinh^2(a/2)}\right]. \tag{19}
$$

With $q$ the spatial frequency on the mask and $q_{\max}$ the pupil limit, matching needs

$$
\frac{q_{\max}^2|v|}{2}\ll1, \tag{20}
$$

For one illumination direction, let $C(x)$ be the image field of a clear half-plane $x<0$ beside a black one, and $F$ the constant image field of a clear mask. The taper's image field is

$$
E(x)=TF+(1-T)\left[C(x-x_0)+\frac v2C''(x-x_0)+\cdots\right]. \tag{26}
$$

Primes on $C$ denote derivatives. Positive displacements point into the absorber, and lengths are on the mask unless the wafer is named.

The example has $\lambda=13.5$ nm, $d=60$ nm, $\beta=0.03$, $\delta=0.05$, wall angle $85^\circ$, wafer-side aperture 0.33 and reduction 4. Hence $s=5.249$ nm, $k=0.46542\ \text{nm}^{-1}$, $q_{\max}=0.03840\ \text{nm}^{-1}$, $a=1.6755+2.7925i$, $T=-0.1759-0.0640i$ and $x_0=1.628-1.140i$ nm.

### The contour displacement

A simple resist model places the printed edge where the intensity has a fixed threshold value. Let $E_0=TF+(1-T)C$ be the field of a sharp edge at the clear end, and let its contour be at $x_c$. To first order in $s$, equation (26) gives

$$
E=E_0-(1-T)x_0C'. \tag{28}
$$

With

$$
G=E_0^*(1-T)C', \tag{29}
$$

the intensity is $|E|^2=|E_0|^2-2\operatorname{Re}(Gx_0)$. Since $TF$ does not depend on $x$, the slope of the unperturbed intensity is

$$
\frac{d|E_0|^2}{dx}=2\operatorname{Re}(E_0^*E_0')=2\operatorname{Re}G. \tag{30}
$$

If the contour moves to $x_c+\Delta$, constancy of the threshold requires $2\Delta\operatorname{Re}G-2\operatorname{Re}(Gx_0)=0$. Hence

$$
\boxed{\,\Delta=\frac{\operatorname{Re}(Gx_0)}{\operatorname{Re}G}
=\operatorname{Re}x_0-r\operatorname{Im}x_0,\qquad
r=\frac{\operatorname{Im}G}{\operatorname{Re}G}\,} \tag{31}
$$

evaluated at $x_c$. For partially coherent light the intensities of the source points add, so $G$ is replaced by its sum over those points. The formula fails where $\operatorname{Re}G$ vanishes, since the intensity then has no slope to fix the contour.

In focus, with coherent normal illumination and a symmetric pupil free of aberrations, $C$ is real and $F=1$. Then

$$
E_0^*(1-T)=T^*-|T|^2+|1-T|^2C, \tag{32}
$$

and, because $C'$ is real and cancels,

$$
r=\frac{-\operatorname{Im}T}{\operatorname{Re}T-|T|^2+|1-T|^2C(x_c)}. \tag{33}
$$

For an opaque absorber $T\to0$, so $r\to0$ and $\Delta=\operatorname{Re}x_0$. This limit was tested with $a=8+3i$ and $s=1$ nm: the contour found from the image moved by 0.1099 nm, and $\operatorname{Re}x_0$ is 0.1099 nm. Leakage through the absorber or a phase from defocus brings in the imaginary part.

### The example through focus

We set the threshold at 0.30 of the clear intensity. In focus, $C$ at the contour follows from $|E_0|^2=0.30$, with $|T|^2=0.0350$, $|1-T|^2=1.387$ and $\operatorname{Re}T-|T|^2=-0.2109$:

$$
0.0350-2(0.2109)C+1.387C^2=0.30. \tag{34}
$$

The root on the main slope is $C=0.615$. Equation (33) gives

$$
r=\frac{0.0640}{-0.2109+1.387(0.615)}=0.100, \tag{35}
$$

and equation (31) gives $\Delta=1.628+0.100(1.140)=1.74$ nm. A direct search for the contour in the convolved image gives 1.76 nm, or 0.44 nm on the wafer.

For defocus we use the paraxial pupil factor $\exp(-izq^2/2k)$, where $z$ is the wafer defocus multiplied by the square of the reduction. With the threshold held fixed, the direct coherent shifts are 2.12, 1.76 and 1.41 nm at wafer defocus $-50$, 0 and $+50$ nm. Equation (31) gives 2.10, 1.74 and 1.39 nm. Each shift is relative to a sharp edge at the same focus, so the focus dependence of that reference edge has been removed.

The partially coherent case uses eight equally weighted source points, evenly spaced along a line across the edge, at the centres of equal intervals between $-0.6q_{\max}$ and $0.6q_{\max}$. The direct shifts become 1.99, 1.76 and 1.56 nm. For this source the variation through focus is smaller than for the coherent one, but it remains. Formula and search were tested against each other in all six cases. They agreed within 0.02 nm for the full taper and within 0.004 nm for a taper ten times narrower.

### Diffraction inside the absorber

The thin-mask model forbids sideways spreading over the double path $L=2d$. The paraxial wave equation contains the length

$$
\ell_{\mathrm d}=\sqrt{\frac{L}{k}}=\sqrt{\frac{120}{0.46542}}\ \text{nm}\simeq16\ \text{nm}, \tag{36}
$$

which is three times the taper width. The field therefore cannot follow the local thickness as equation (3) assumes. The effect on the zeroth moment can be derived in the opposite limit, $s\ll\ell_{\mathrm d}$.

We unfold the reflection, so that light travels from $z=0$ at the absorber top to the mirror at $z=L/2$, and on to $z=L$. With $\gamma=a/L=k(\beta+i\delta)$, the paraxial envelope obeys

$$
\partial_z\psi=\frac{i}{2k}\partial_x^2\psi-\gamma c\,\psi,\qquad \psi(x,0)=1, \tag{37}
$$

where $c$ is one inside the absorber and zero outside. Let $\chi$ obey the adjoint equation

$$
-\partial_z\chi=\frac{i}{2k}\partial_x^2\chi-\gamma c\,\chi,\qquad \chi(x,L)=1. \tag{38}
$$

A small change $\delta c$ of the absorber changes $\psi$ by $\delta\psi$. In a periodic mask the boundary terms of the integrations by parts cancel, and the two equations give

$$
\frac{d}{dz}\int\chi\,\delta\psi\,dx=-\gamma\int\delta c\,\chi\psi\,dx. \tag{39}
$$

Since $\delta\psi=0$ at $z=0$ and $\chi=1$ at $z=L$, integration over $z$ gives the change of the integrated exit field, $-\gamma\iint\delta c\,\chi\psi\,dx\,dz$.

We start from a vertical wall at $x=0$, far from other edges on the scale $\ell_{\mathrm d}$, and move it into the absorber by $X(z)$. This removes absorber, so $\delta c=-1$ over the width $X$. To first order in $X$ the exit integral rises by

$$
\delta A=\gamma\int_0^LX(z)\,\psi(0,z)\chi(0,z)\,dz. \tag{40}
$$

The vertical wall does not vary with $z$, so $\chi(0,z)=\psi(0,L-z)$. The wall field follows from a Laplace transform of equation (37), with transform variable $p$. On the clear side the bounded solution is $1/p$ plus an exponential whose decay rate is proportional to $\sqrt p$. On the absorbing side it is $1/(p+\gamma)$ plus one whose rate is proportional to $\sqrt{p+\gamma}$, with the same constant of proportionality. Continuity of the field, with wall value $\Psi_0$, and of its slope requires

$$
\sqrt p\left(\Psi_0-\frac1p\right)=-\sqrt{p+\gamma}\left(\Psi_0-\frac1{p+\gamma}\right),
\qquad \Psi_0=\frac1{\sqrt{p(p+\gamma)}}. \tag{41}
$$

The integral of $\psi(0,z)\psi(0,L-z)$ is a convolution, whose transform is $\Psi_0^2=1/[p(p+\gamma)]$. Its inverse is $(1-e^{-\gamma L})/\gamma$. A uniform displacement $X$ thus gives $\delta A=(1-T)X$, as it must. Division of equation (40) by $1-T$ gives the taper's contribution to the complex edge position:

$$
x_{\text{taper}}=\frac{\int_0^LX(z)\psi(0,z)\psi(0,L-z)\,dz}{\int_0^L\psi(0,z)\psi(0,L-z)\,dz}. \tag{42}
$$

For the sloping wall, $X=s$ at the top and zero at the mirror, so $X=s|1-2\zeta|$ with $\zeta=z/L$. Writing $p=p'-\gamma/2$ gives $\Psi_0=(p'^2-\gamma^2/4)^{-1/2}=1/p'+\gamma^2/(8p'^3)+\cdots$, and therefore

$$
\psi(0,z)=e^{-\gamma z/2}\left(1+\frac{\gamma^2z^2}{16}+\cdots\right). \tag{43}
$$

In the product of the two fields the exponentials combine to the constant $e^{-a/2}$. With $u=1-2\zeta$, the rest is $1+(a^2/32)(1+u^2)+\cdots$. The averages of $|u|$, $u^2$ and $|u|^3$ over $-1<u<1$ are $1/2$, $1/3$ and $1/4$, so

$$
\frac{x_{\text{taper}}}{s}=\frac{\frac12+\frac{3a^2}{128}+\cdots}{1+\frac{a^2}{24}+\cdots}
=\frac12+\frac{a^2}{384}+\cdots. \tag{44}
$$

The term linear in $a$ of equation (12) is absent. For the example $a^2=-4.99+9.36i$, and equation (44) gives about $2.6+0.1i$ nm, close to the middle of the taper.

A split-step wave calculation without the paraxial approximation, at normal incidence and with an ideal mirror, agrees with this picture. With diffraction switched off it gives $1.627-1.141i$ nm, in agreement with equation (7). With diffraction on, the edge position is $0.386-5.875i$ nm for a vertical wall and $2.802-5.741i$ nm for the taper. The difference is $2.42+0.14i$ nm. Its remaining distance from the estimate comes mainly from the finite taper width. Equation (42), evaluated without the series, gives $2.59+0.16i$ nm, while a paraxial wave calculation with the full taper width gives $2.42+0.14i$ nm. The non-paraxial calculation applies the absorber's index and the diffraction as separate factors. Keeping the index inside the square root of the axial wavenumber raises the real part of both edge positions by about 0.2 nm, but changes their difference by less than 0.01 nm.

For this mask, then, equation (7) does not give the taper's contribution correctly. It understates the real part by 0.79 nm, a third of the wave result, and its imaginary part is wrong in sign and size. Equation (7) belongs to tapers much wider than $\ell_{\mathrm d}$ that the lens still does not resolve. There it approximates the whole edge position, not the difference from a vertical wall, and the approach is slow: for the same $a$ and $s=50$ nm the paraxial wave position is $15.9-11.5i$ nm, against $15.5-10.9i$ nm from equation (7). For the lens of the example this leaves little room: with the same $a$ and $s=50$ nm, about three times $\ell_{\mathrm d}$, the left side of condition (20) is already 0.19.

The consequence for focus can be estimated from equation (31), with $r=0.42$, 0.10 and $-0.21$ inferred from the formula's coherent shifts. The taper's contribution becomes 2.36, 2.40 and 2.45 nm at $-50$, 0 and $+50$ nm. It is nearly constant, because its imaginary part is small. The vertical wall's own quadrature source, five times $|\operatorname{Im}x_0|$, then dominates the focus dependence. This estimate ignores the change that source makes in $G$.

### The model beside a real mask

The wavelength, the aperture of 0.33, the fourfold reduction and the chief-ray angle near $6^\circ$ are those of established extreme-ultraviolet scanners. The absorber constants and wall angle are rough, and the result scales with $s$: a wall at $84^\circ$ raises the thin-mask $\operatorname{Re}x_0$ from 1.63 to 1.96 nm. Real masks also break the assumption that light does not spread sideways inside the absorber, with the consequences just given. A real multilayer also reflects from below its surface. Placing the ideal mirror a rough 40 nm deeper changes the vertical-wall position to $0.47-8.05i$ nm, but the taper's contribution only to $2.46+0.07i$ nm. Oblique incidence lengthens the path and changes $\operatorname{Re}x_0$ by 0.01 nm. When the plane of incidence is perpendicular to the edge, it also casts a shadow of length $d\tan6^\circ=6.3$ nm per pass, larger than the taper itself. The absorber top reflects an amplitude of 0.03, compared with $|T|=0.19$, and so can alter the leakage noticeably. Backscatter within the absorber, polarization and the angular response of the multilayer are not included. For light polarized along the edge and a perfectly conducting mirror, backscatter raises the taper's contribution by about 0.1 nm, to $2.50+0.14i$ nm, so the last digits of the wave results should not be read as properties of the mask.

For mask modelling, equation (7) is suitable when the taper is wide compared with $\ell_{\mathrm d}$ and condition (20) holds. When the taper is narrow compared with $\ell_{\mathrm d}$ and $|a|$ is well below $2\pi$, the taper is better represented by a vertical wall near its middle, with the diffraction of that wall calculated separately. The limit matters for weakly absorbing, strongly phase-shifting layers, because the denominator of equation (42) vanishes at $a=2\pi i$, where $T=1$ and the edge position again loses its meaning. Equation (42) gives $0.43s$ at $a=4i$ and $0.33s$ at $a=5i$, and with the taper width of the example the real part is only $0.36s$ at $a=0.8+4.5i$. For strong absorption the position stays closer to the middle, $0.57s$ at $a=8$.

## Table of computed values

```
wavelength: 13.5 nm
absorber thickness d: 60.0 nm
beta, delta: 0.03, 0.05 (dimensionless)
wall angle, chief-ray angle: 85.0, 6.0 deg
wafer NA, reduction: 0.33, 4 (dimensionless)
taper width s: 5.249 nm
wavenumber k: 0.46542 1/nm
pupil limit on mask: 0.03840 1/nm
exponent a: 1.6755 +2.7925i (dimensionless)
dark amplitude T: -0.1759 -0.0640i (dimensionless)
dark amplitude modulus |T|: 0.1872 (dimensionless)
dark intensity |T|^2: 0.0350 (dimensionless)
1/a: 0.1580 -0.2633i (dimensionless)
1/(exp(a)-1): -0.1521 -0.0462i (dimensionless)
x0/s: 0.3101 -0.2171i (dimensionless)
x0 on mask: 1.628 -1.140i nm
Re x0 on wafer: 0.407 nm
taper middle s/2: 2.625 nm
best real edge by minimisation: 1.628 nm
x0 for real exponent Re a only: 1.924 nm
x0/s at a=0.1+2 pi i: -9.506 -0.159i (dimensionless)
variance v: 2.390 -1.407i nm^2
q_max^2 |v|/2: 0.00204 (dimensionless)
max image-field error, edge at clear end: 0.02859 (clear field = 1)
max image-field error, edge at taper middle: 0.02179 (clear field = 1)
max image-field error, edge at Re x0: 0.01640 (clear field = 1)
max image-field error, edge at complex x0: 0.00033 (clear field = 1)
intensity threshold, source sigma: 0.3, 0.6
coherent, wafer defocus -50 nm: contour shift direct 2.118, formula 2.102 nm
coherent, wafer defocus +0 nm: contour shift direct 1.756, formula 1.742 nm
coherent, wafer defocus +50 nm: contour shift direct 1.408, formula 1.391 nm
partial, wafer defocus -50 nm: contour shift direct 1.986, formula 1.973 nm
partial, wafer defocus +0 nm: contour shift direct 1.761, formula 1.748 nm
partial, wafer defocus +50 nm: contour shift direct 1.559, formula 1.540 nm
in-focus coherent shift on wafer: 0.439 nm
opaque test a=8+3i, s=1 nm: direct shift: 0.1099 nm
opaque test: Re x0: 0.1099 nm
wave calculation, diffraction off, taper: 1.627 -1.141i nm
wave calculation, vertical wall: 0.386 -5.875i nm
wave calculation, taper: 2.802 -5.741i nm
wave calculation, taper minus vertical: 2.417 +0.135i nm
change on halving depth step: 0.00042 nm
change on doubling period: 0.0001 nm
rough extra mirror depth: 40.0 nm
with extra depth, vertical wall: 0.466 -8.045i nm
with extra depth, taper minus vertical: 2.464 +0.072i nm
absorber 100 times weaker, wave calculation, taper: 2.636 -0.054i nm
shadow length d tan(chief angle): 6.306 nm
x0 with oblique path length: 1.619 -1.144i nm
absorber top reflection amplitude: 0.0299 (dimensionless)
x0 at wall angle one degree smaller: 1.956 -1.369i nm
```
